# Lopez-Sancho decimation: doubling slabs to reach surface and bulk Green functions

## What goes wrong with a finite slab

The surface of a crystal belongs to a half-infinite stack of layers. The obvious substitute is a slab of a few layers. In the two-orbital model used below, at an energy inside a band and with a broadening of 0.001 hartree, a slab of 8 layers gives a surface Green function that is wrong by about 160 hartree⁻¹ in norm. The converged surface Green function itself has a norm of only about 20 hartree⁻¹. The slab has discrete levels, and its answer depends on how close one of them happens to lie to the chosen energy.

The cure is a slab so thick that a wave dies out before it returns from the far side. Small broadening makes that thickness large: here about a thousand layers. Adding layers singly then takes about a thousand matrix inversions. Decimation reaches the same slab in ten steps, because each step doubles the thickness.

## Two steps by hand

Take a chain with one orbital per layer, on-site energy zero and real hopping \(t\). Let \(z=E+i\eta\) with \(\eta>0\), and let \(G_n\) be the Green function from layer 0 to layer \(n\). For a half chain \(n=0,1,2,\dots\), the equation \((z-H)G=1\) reads

\[
zG_0=1+tG_1,\qquad zG_n=tG_{n-1}+tG_{n+1}\quad(n\ge1).
\]

Each odd layer touches only even ones, so it can be eliminated: \(G_1=(t/z)(G_0+G_2)\), \(G_3=(t/z)(G_2+G_4)\), and so on. Substitution gives

\[
\Big(z-\frac{t^2}{z}\Big)G_0=1+\frac{t^2}{z}G_2,\qquad
\Big(z-\frac{2t^2}{z}\Big)G_2=\frac{t^2}{z}(G_0+G_4).
\]

This is again a half chain, with hopping \(\alpha_1=t^2/z\), interior energy \(\varepsilon_1=2t^2/z\) and surface energy \(\varepsilon^s_1=t^2/z\). The surface energy has one correction because layer 0 has one neighbour; an interior layer has two.

Now drop the remaining hopping. The surface function becomes \(1/(z-t^2/z)=z/(z^2-t^2)\), which is the end function of a two-layer chain. The interior one becomes \(z/(z^2-2t^2)\), the middle function of a three-layer chain.

Repeat the elimination. The layers now removed have \(g=1/(z-\varepsilon_1)=z/(z^2-2t^2)\), so

\[
\alpha_2=\alpha_1g\alpha_1=\frac{t^4}{z(z^2-2t^2)},\qquad
\varepsilon^s_2=\frac{t^2}{z}+\frac{t^4}{z(z^2-2t^2)}.
\]

Over a common denominator,

\[
z-\varepsilon^s_2=\frac{(z^2-t^2)(z^2-2t^2)-t^4}{z(z^2-2t^2)}
=\frac{z^4-3z^2t^2+t^4}{z^3-2zt^2}.
\]

The numerator is the determinant of \(z-H\) for four layers and the denominator that for three. Their inverse ratio is the end function of a four-layer chain, by the cofactor rule. The slab has grown from 1 to 2 to 4 layers.

## The chain to any step

Let \(N=2^i\) and \(w_i=(z-\varepsilon_i)/\alpha_i\). One step gives \(\alpha_{i+1}=\alpha_i^2/(z-\varepsilon_i)=\alpha_i/w_i\) and

\[
z-\varepsilon_{i+1}=z-\varepsilon_i-\frac{2\alpha_i^2}{z-\varepsilon_i}
=\alpha_i\Big(w_i-\frac{2}{w_i}\Big).
\]

Dividing the second result by the first yields \(w_{i+1}=w_i^2-2\). Write \(z=t(\lambda+\lambda^{-1})\) with \(|\lambda|<1\). Then \(w_0=\lambda+\lambda^{-1}\), and squaring shows that \(w_i=\lambda^N+\lambda^{-N}\). Since \((\lambda^{-N}-\lambda^N)(\lambda^{-N}+\lambda^N)=\lambda^{-2N}-\lambda^{2N}\), induction on \(\alpha_{i+1}=\alpha_i/w_i\) gives

\[
\alpha_i=t\,\frac{\lambda^{-1}-\lambda}{\lambda^{-N}-\lambda^{N}}.
\]

For large \(N\) the coupling falls as \(|\lambda|^N\). The exponent doubles at each step, so once \(|\lambda|^N\) is small the convergence is very fast.

At \(\eta=0\) inside the band, \(\lambda=e^{i\theta}\) with real \(\theta\), and \(\alpha_i=t\sin\theta/\sin N\theta\). Its magnitude never falls below \(|t\sin\theta|\), however many steps are taken. Broadening is what makes the method converge there.

## The general recursion

Consider a layered crystal at one fixed in-plane wavevector. Group its atomic layers into principal layers, thick enough that only nearest neighbours couple. Each has \(m\) orthonormal orbitals, a Hermitian block \(H_{00}\), and a coupling \(H_{01}\) from layer \(n\) to \(n+1\); the reverse block is \(H_{01}^\dagger\). All layers are taken to be identical, including the surface one.

Start from \(\alpha=H_{01}\), \(\beta=H_{01}^\dagger\) and \(\varepsilon=\varepsilon^s=\tilde\varepsilon^s=H_{00}\). At any stage, number the kept layers by \(j\):

\[
(z-\varepsilon^s)G_0=1+\alpha G_1,\qquad
(z-\varepsilon)G_j=\beta G_{j-1}+\alpha G_{j+1}\quad(j\ge1).
\]

With \(g=(z-\varepsilon)^{-1}\), an odd layer obeys \(G_j=g(\beta G_{j-1}+\alpha G_{j+1})\). Insert this on both sides of an even layer:

\[
(z-\varepsilon)G_j=\beta g(\beta G_{j-2}+\alpha G_j)+\alpha g(\beta G_j+\alpha G_{j+2}).
\]

Moving the terms in \(G_j\) to the left restores the original form. The surface equation receives only the term from its right neighbour, \(\alpha g(\beta G_0+\alpha G_2)\). The new quantities are therefore

\[
\begin{aligned}
\alpha'&=\alpha g\alpha, & \beta'&=\beta g\beta,\\
\varepsilon'&=\varepsilon+\alpha g\beta+\beta g\alpha, &
\varepsilon^{s\prime}&=\varepsilon^s+\alpha g\beta,\\
\tilde\varepsilon^{s\prime}&=\tilde\varepsilon^s+\beta g\alpha .
\end{aligned}
\]

The last line is for the opposite surface, whose neighbour lies to the left. All right-hand sides use the old values. After the first step \(\beta\) is in general not \(\alpha^\dagger\), since \(g\) is not Hermitian, so both must be carried.

For the bulk, put the source on layer 0 of an infinite stack. That layer is even and is never removed, so the interior recursion applies unchanged.

## What has been doubled

After \(i\) steps the kept layers are \(0,N,2N,\dots\) with \(N=2^i\). Between neighbours lie blocks of \(N-1\) eliminated layers that do not couple to one another. Eliminating such a block in stages or all at once solves the same linear equations. Let \(\Gamma\) be the Green function of an isolated slab of \(N-1\) layers, numbered \(1\) to \(N-1\). For \(N\ge2\),

\[
\varepsilon^s_i=H_{00}+H_{01}\Gamma_{11}H_{01}^\dagger,\qquad
\alpha_i=H_{01}\Gamma_{1,N-1}H_{01}.
\]

The first expression is what results from eliminating every layer but the first from an \(N\)-layer slab. Hence \((z-\varepsilon^s_i)^{-1}\) is the end-layer Green function of a slab of exactly \(2^i\) layers. An interior layer has absorbed \(N-1\) layers on each side, so \((z-\varepsilon_i)^{-1}\) is the middle-layer function of a slab of \(2N-1\) layers. The surface slab doubles exactly; the bulk slab goes from \(2N-1\) to \(4N-1\).

These identities were tested by direct inversion for a complex three-orbital model, up to 32 layers for the surface and 63 for the bulk. The largest deviation, relative to one plus the norm of the compared matrix, was \(3.9\times10^{-15}\).

## Why the inverses exist, and an error bound

For a Hermitian \(H\), the resolvent \(G=(z-H)^{-1}\) satisfies

\[
G-G^\dagger=G\,[(z^*-H)-(z-H)]\,G^\dagger=-2i\eta\,GG^\dagger .
\]

Its anti-Hermitian part \((G-G^\dagger)/2i\) is therefore non-positive, and so is that of \(V\Gamma V^\dagger\) for any \(V\). Each correction to \(\varepsilon_i\) has this form. For a unit vector \(x\) it follows that \(\mathrm{Im}\langle x,(z-\varepsilon_i)x\rangle\ge\eta\). Thus \(z-\varepsilon_i\) is invertible and \(\|(z-\varepsilon_i)^{-1}\|\le1/\eta\). The same holds for \(\varepsilon^s_i\).

Now restore the dropped coupling. The true surface function is \(G_{00}=(z-\varepsilon^s_i-\alpha_iG'\beta_i)^{-1}\), where \(G'\) belongs to layer \(N\) of the half crystal with layer 0 removed. Let \(G^{(N)}=(z-\varepsilon^s_i)^{-1}\). From \(A^{-1}-B^{-1}=B^{-1}(B-A)A^{-1}\),

\[
G_{00}-G^{(N)}=G^{(N)}\alpha_iG'\beta_iG_{00},\qquad
\|G_{00}-G^{(N)}\|\le\frac{\|\alpha_i\|\,\|\beta_i\|}{\eta^3}.
\]

Three resolvent blocks, each at most \(1/\eta\), supply the denominator. A bulk layer has two such terms, so its bound is twice as large. Both bounds can be computed at every step.

## A step count guaranteed in advance

Multiply layer \(n\) by a weight \(e^{sf_n}\), where \(f_n\) rises by one per layer between the two layers of interest and is constant outside. With \(W\) the diagonal matrix of weights, \(WHW^{-1}\) has blocks \(e^{-s}H_{01}\) and \(e^{s}H_{01}^\dagger\) where \(f_n\) rises. Its anti-Hermitian part comes from \(\sinh s\,(H_{01}^\dagger-H_{01})\) on those bonds, with norm at most \(2\|H_{01}\|\sinh s\). Choose

\[
s=\operatorname{arcsinh}\frac{\eta}{4\|H_{01}\|},
\]

so that this norm is at most \(\eta/2\). At least \(\eta/2\) of the broadening survives, and \(\|WGW^{-1}\|\le2/\eta\). Removing the weights, with \(s\to-s\) for the other direction, gives \(\|G_{mn}\|\le(2/\eta)e^{-s|m-n|}\).

Cutting the bond between layers \(N-1\) and \(N\) changes the surface function by \(G^{(N)}_{0,N-1}H_{01}G_{N,0}\). Hence

\[
\|G_{00}-G^{(N)}\|\le\frac{4\|H_{01}\|}{\eta^2}\,e^{-s(2N-1)} .
\]

This proves convergence for every \(\eta>0\), for any number of orbitals. It is cautious, because it knows the size of the hopping but not the band structure.

## How broadening sets the step count

The actual rate comes from waves with \(\psi_{n+1}=\lambda\psi_n\), \(\psi_n\propto u\):

\[
\big(z-H_{00}-\lambda H_{01}-\lambda^{-1}H_{01}^\dagger\big)u=0 .
\]

No solution has \(|\lambda|=1\) when \(\eta>0\), since the Bloch Hamiltonian is then Hermitian and has real eigenvalues. Generically \(\beta_i\), which carries a signal towards larger \(n\), decays as \(|\lambda|^N\) with the largest \(|\lambda|<1\). The coupling \(\alpha_i\) decays as \(|\lambda|^{-N}\) with the smallest \(|\lambda|>1\). The two rates can differ: in the complex model they are 0.0190 and 0.0146 per layer, and both agree with the modes. For real symmetric \(H_{00}\) and real \(H_{01}\), transposing the equation exchanges \(\lambda\) and \(1/\lambda\), so the rates coincide.

Let \(\kappa=|\ln|\lambda||\) for the slowest mode. Three cases follow for small \(\eta\).

**Inside a band.** A real wavevector \(k\) shifts by \(\delta k\), with \((dE/dk)\,\delta k=i\eta\). With \(v=|dE/dk|\) per layer,

\[
\kappa\approx\frac{\eta}{v}.
\]

If several waves propagate, the fastest one controls convergence.

**At a quadratic band edge.** Suppose that no other band has a propagating wave at this energy; otherwise the previous case applies. Let \(c\) be the magnitude of the curvature \(d^2E/dk^2\). Then \(\tfrac12cq^2=\pm i\eta\). Since \(\sqrt{\pm i}\) has an imaginary part of magnitude \(1/\sqrt2\), the decay constant is \(\kappa\approx\sqrt{2\eta/c}/\sqrt2=\sqrt{\eta/c}\).

**In a gap.** Every mode already decays at \(\eta=0\), and \(\kappa\) tends to a finite value.

If the coupling behaves as \(Ae^{-\kappa2^i}\), it falls below a threshold \(\delta\) when

\[
i>\log_2\frac{\ln(A/\delta)}{\kappa}.
\]

For the chain, \(A=|t||\lambda^{-1}-\lambda|\approx2|t\sin\theta|=v\) inside the band. I use \(A\approx v\) as an estimate in general; it enters only through a double logarithm. Halving \(\eta\) halves \(\kappa\) in a band and costs one more step. At an edge it costs about half a step, and in a gap essentially none.

## The algorithm

1. Choose \(E\), \(\eta\) and a threshold \(\delta\), and set the starting blocks.
2. Compute \(g=(z-\varepsilon)^{-1}\), then the five updates from the old values.
3. Repeat until \(\|\alpha\|\) and \(\|\beta\|\) are both below \(\delta\).
4. Return \((z-\varepsilon^s)^{-1}\), \((z-\tilde\varepsilon^s)^{-1}\) and \((z-\varepsilon)^{-1}\), and check \(\|\alpha\|\|\beta\|/\eta^3\).

Each step costs one inversion and a few products of \(m\times m\) matrices, whatever thickness has been reached. For embedding, a region attached to the left of the half crystal feels it through the self-energy \(H_{01}G_{00}H_{01}^\dagger\), by the same elimination.

## A two-orbital example

Take round model parameters, in hartree:

\[
H_{00}=\begin{pmatrix}-0.10&0.02\\0.02&0.10\end{pmatrix},\qquad
H_{01}=\begin{pmatrix}-0.05&0.03\\-0.03&0.04\end{pmatrix}.
\]

The bands leave a gap from \(-0.0124\) to \(0.0324\). At \(E=-0.10\) one pair of waves propagates, with \(v=0.0869\) hartree per radian of phase per layer. For \(\eta=0.001\) the estimate is \(\kappa=0.001/0.0869=0.0115\) per layer, and the mode equation gives the same value to the digits shown. With \(\delta=10^{-10}\) hartree,

\[
\log_2\frac{\ln(0.0869/10^{-10})}{0.0115}
=\log_2\frac{20.58}{0.0115}\approx10.8 ,
\]

so 11 steps are predicted, and 11 are needed.

| Step | Layers | \(\|\alpha\|\) (hartree) | Surface error (hartree⁻¹) |
|---|---|---|---|
| 0 | 1 | 0.075 | 441 |
| 1 | 2 | 1.5 | 20 |
| 3 | 8 | 0.065 | 163 |
| 7 | 128 | 0.028 | 2.1 |
| 9 | 512 | \(3.5\times10^{-4}\) | \(3.0\times10^{-4}\) |
| 10 | 1024 | \(9.8\times10^{-7}\) | \(2.3\times10^{-9}\) |
| 11 | 2048 | \(7.5\times10^{-12}\) | \(4.9\times10^{-14}\) |

The error is the norm of the difference from a surface function built from the decaying Bloch modes.

The early steps are irregular, and the coupling even grows at first. The reason is a level close to \(E\). A single layer has levels \(\pm\sqrt{0.10^2+0.02^2}=\pm0.102\), and the lower one is only 0.002 from \(E\). Thus \(\|g\|\approx1/\sqrt{0.00198^2+0.001^2}\approx450\) hartree⁻¹, which makes both the first error and \(\alpha_1=H_{01}gH_{01}\) large. A moderate rise in \(\|\alpha\|\), as here, is therefore no sign of failure. When \(E\) sits on such a level the rise grows as \(1/\eta\), and a very large one costs digits in floating point, as discussed at the end.

The later steps follow the decay law. From step 9 to 10 the coupling falls by a factor of about 360, which is \(e^{512\kappa}\). The surface error falls by its square, about \(1.3\times10^5\), since the wave must cross the slab and return. Continuing that law would put the error at step 11 near \(10^{-19}\), so the tabulated \(4.9\times10^{-14}\) is rounding.

For an error below \(10^{-8}\) hartree⁻¹, 10 steps suffice. The advance bound, with \(s=0.0033\) per layer, requires

\[
2N-1\ge\frac{1}{s}\ln\frac{4(0.0754)}{(10^{-3})^2\,10^{-8}}\approx9.4\times10^3,
\]

or \(N\) near 4700, and so guarantees 13 steps. Growing the same 1024-layer slab one layer at a time takes 1023 additions.

Lowering the broadening by ten halvings, to \(9.8\times10^{-7}\) hartree, changes the counts as follows.

| Energy | Steps at first | Steps at last |
|---|---|---|
| In band | 11 | 21 |
| Band edge | 9 | 13 |
| In gap, \(E=0.01\) | 6 | 6 |

The band gains ten steps over the ten halvings, as predicted. The edge gains four steps, not five. Part of the shortfall is that the amplitude shrinks too: for the chain at its edge, \(A\approx2|t||\theta|=\sqrt{2\eta c}\). Using this with \(c=0.211\) gives estimates of 8.1 and 12.8, a rise of 4.7; rounding up to whole steps gives 9 and 13. The amplitude of the two-orbital model itself is about three times the chain value, which raises the estimates only to 8.2 and 12.9.

## Choosing the broadening

A finite \(\eta\) also changes the answer: each spectral line becomes a Lorentzian of half-width \(\eta\). In the limit of zero broadening, the bulk density of states per layer at \(E=-0.10\) is

\[
\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,\delta(E-E(k))=\frac{2}{2\pi v}=\frac{1}{\pi v}=3.6615
\]

states per hartree, the factor 2 counting the waves at \(\pm k\). Decimation gives 3.664 at \(\eta=0.001\), a bias of 0.07 per cent. Near a band edge or a sharp surface level, where the spectrum varies over a width comparable with \(\eta\), the bias can be large. The broadening should thus be chosen for the spectral detail required; the extra steps are cheap. Rounding, however, sets a lower limit when \(E\) lies on a level of an eliminated slab. For the chain at \(E=0\), \(z-\varepsilon_1=i\eta+2it^2/\eta\), so the broadening is only a fraction \(\eta^2/2t^2\) of this number. In double precision the surface function, of size \(1/|t|\), is then wrong by about \(3\times10^{-5}/|t|\) at \(\eta=10^{-6}|t|\) and by about \(0.5/|t|\) at \(\eta=10^{-8}|t|\).

Setting \(\eta=0\) is not a safe shortcut. At the in-band energy, 25 steps without broadening never brought \(\|\alpha\|\) below 0.063 hartree. The thickness must go to infinity first, and \(\eta\) to zero afterwards. In a gap the coupling can decay at \(\eta=0\), but an inverse fails if an eliminated slab has a level exactly at \(E\). A surface level at \(E\) also makes \(G_{00}\) of order \(1/\eta\), so a small \(\|\alpha\|\) alone does not certify a small error; the bound with \(\eta^3\) does in exact arithmetic. It does not see rounding, which can exceed it by many orders after a large rise in \(\|\alpha\|\): for the chain at \(E=0\) with \(\eta=10^{-6}|t|\) and \(\delta=10^{-10}|t|\) it reads about \(3\times10^{-11}/|t|\).

The numerical output below gives every step and the intermediate broadenings.

## Computed values

```
H00 (hartree): [[-0.1, 0.02], [0.02, 0.1]]
H01 (hartree): [[-0.05, 0.03], [-0.03, 0.04]]
norm of H01 = 0.075414 hartree
E in band = -0.100, in gap = 0.010 hartree
gap from -0.012361 to 0.032361 hartree
eta = 1.0e-03 hartree, coupling threshold = 1e-10 hartree
k at E in band = 1.782035 rad per layer
velocity dE/dk = 0.086934 hartree layer
edge curvature = 0.211246 hartree layer^2
kappa in band: modes 0.0115028, eta/v 0.0115030 per layer
kappa from decay of alpha = 0.0115028 per layer
kappa at edge, eta 1e-6 hartree: modes 0.0021758, formula 0.0021757 per layer
kappa in gap, eta 1e-6 hartree = 0.336500 per layer
step | slab layers | bulk slab layers | norm alpha (hartree) | surface error | error bound (1/hartree)
 0     1     1 7.541e-02 4.413e+02 5.687e+06
 1     2     3 1.519e+00 1.977e+01 2.308e+09
 2     4     7 1.396e-01 2.403e+01 1.950e+07
 3     8    15 6.547e-02 1.635e+02 4.286e+06
 4    16    31 2.808e-01 1.604e+01 7.883e+07
 5    32    63 1.647e-01 1.321e+01 2.714e+07
 6    64   127 6.566e-02 8.711e+00 4.312e+06
 7   128   255 2.782e-02 2.149e+00 7.739e+05
 8   256   511 6.734e-03 1.074e-01 4.535e+04
 9   512  1023 3.535e-04 2.979e-04 1.250e+02
10  1024  2047 9.787e-07 2.283e-09 9.579e-04
11  2048  4095 7.502e-12 4.887e-14 5.627e-14
final bulk error = 5.85e-14 1/hartree
surface DOS = 6.233290 states/hartree per layer
bulk DOS = 3.664113 states/hartree per layer
bulk DOS at eta 1e-6 hartree = 3.661517, 1/(pi v) = 3.661515 states/hartree per layer
proved decay constant s = 0.0033150 per layer
steps for surface error below 1e-08 1/hartree: needed 10, guaranteed 13
single-layer additions for the same slab = 1023
eta (hartree) | steps in band | estimate | at edge | in gap
1.0000e-03  11  10.805   9   6
2.5000e-04  13  12.805  10   6
6.2500e-05  15  14.805  11   6
1.5625e-05  17  16.805  12   6
3.9063e-06  19  18.805  12   6
9.7656e-07  21  20.805  13   6
eta = 0 in band, 25 steps: smallest norm alpha = 6.3636e-02 hartree
complex model: largest slab-identity error = 3.9e-15
complex model, alpha rate: decay 0.01464, mode 0.01464 per layer
complex model, beta rate: decay 0.01898, mode 0.01898 per layer
```
